\section*{Intervalley coupling of a tetrahedral donor in germanium}

\section*{Question and common data}

Germanium has the diamond structure with cubic lattice constant $a$. Its lattice of translations is face-centred cubic, with primitive vectors $\frac a2(0,1,1)$, $\frac a2(1,0,1)$ and $\frac a2(1,1,0)$. The conduction-band minima lie at the L points $\frac{\pi}{a}(\pm1,\pm1,\pm1)$. Wavevectors are written below in units of $2\pi/a$, so that an L point is $(\pm\frac12,\pm\frac12,\pm\frac12)$ and the X points are $(1,0,0)$, $(0,1,0)$ and $(0,0,1)$.

A substitutional donor sits at the origin. Its four nearest neighbours are at $\mathbf t_1=\frac a4(1,1,1)$, $\mathbf t_2=\frac a4(1,-1,-1)$, $\mathbf t_3=\frac a4(-1,1,-1)$ and $\mathbf t_4=\frac a4(-1,-1,1)$. Spin-orbit coupling is left out until part (f). The Bloch function $\psi_j$ at the bottom of valley $j$ is nondegenerate apart from spin and does not vanish at the donor. Its phase is chosen so that $\psi_j(0)>0$, and its mean density is set to 1.

The donor's 1s states are built from four functions $\Phi_j=F_j\psi_j$, taken as orthonormal. Here $F_j$ is the positive ground-state envelope of an electron bound by the screened Coulomb attraction in valley $j$.

\section*{Part (a)}

\textbf{Find the reciprocal lattice, count the distinct valleys, and classify the wavevector differences between them.}

\textbf{Answer.} A vector $\mathbf G=(h,k,l)$ belongs to the reciprocal lattice if its scalar product with each primitive vector is a multiple of $2\pi$. This requires
\begin{equation}
\frac{k+l}{2},\qquad \frac{h+l}{2},\qquad \frac{h+k}{2}\qquad\text{to be integers.}
\end{equation}
The second plus the third minus the first equals $h$, so $h$ is an integer, and likewise $k$ and $l$. Their pairwise sums are even. Hence $h,k,l$ are integers that are all even or all odd, and every such triple satisfies the conditions.

Opposite L points differ by a vector with components $\pm1$, all odd, so they are the same point. The eight corners therefore give at most four valleys, represented by
\begin{equation}
\begin{aligned}
\mathbf k_1&=\tfrac12(1,1,1), & \mathbf k_2&=\tfrac12(1,-1,-1),\\
\mathbf k_3&=\tfrac12(-1,1,-1), & \mathbf k_4&=\tfrac12(-1,-1,1).
\end{aligned}
\end{equation}
In each the product of the three signs is $+1$. Two different representatives therefore differ in an even, nonzero number of signs, which is two. Their difference has one component equal to 0 and two equal to $\pm1$. This mixes even and odd, so it is not a reciprocal lattice vector, and the four valleys are distinct.

Take the case in which the first component is zero, with $\sigma,\sigma'=\pm1$:
\begin{equation}
(0,\sigma,\sigma')=(-1,0,0)+(1,\sigma,\sigma').
\end{equation}
The last vector is all odd and belongs to the reciprocal lattice. Moreover $(-1,0,0)$ and $(1,0,0)$ differ by $(2,0,0)$, which is all even. The difference is thus equivalent to the X point on the $x$ axis, whichever way round it is taken. The other cases follow by renaming axes:
\begin{equation}
\begin{aligned}
\mathbf k_1-\mathbf k_2,\ \mathbf k_3-\mathbf k_4&\equiv X_x,\\
\mathbf k_1-\mathbf k_3,\ \mathbf k_2-\mathbf k_4&\equiv X_y,\\
\mathbf k_1-\mathbf k_4,\ \mathbf k_2-\mathbf k_3&\equiv X_z .
\end{aligned}
\label{eq:pairs}
\end{equation}
Six pairs of valleys share three X points, two pairs to each.

\section*{Part (b)}

\textbf{The donor, with its surroundings, has the full symmetry $T_d$ of a tetrahedron. How many independent numbers does the matrix $H_{ij}=\langle\Phi_i|H|\Phi_j\rangle$ contain?}

\textbf{Answer.} The group $T_d$ about the donor consists of permutations of the axes combined with an even number of sign changes. These operations permute the vectors $\mathbf t_n$ and leave the host crystal unchanged. They also permute the four $\mathbf k_j$; write $gj$ for the valley to which $g$ carries valley $j$.

The function $\psi_j(g^{-1}\mathbf r)$ has the energy of $\psi_j$ and the wavevector $\mathbf k_{gj}$. Since that state is nondegenerate, the two can differ by a phase at most:
\begin{equation}
\psi_j(g^{-1}\mathbf r)=e^{i\alpha}\psi_{gj}(\mathbf r).
\end{equation}
At $\mathbf r=0$ this reads $\psi_j(0)=e^{i\alpha}\psi_{gj}(0)$. Both values are positive, so $e^{i\alpha}=1$. The envelope follows the same rule, because $g$ turns the mass ellipsoid of valley $j$ into that of valley $gj$ and leaves the isotropic Coulomb attraction alone. Therefore $g\Phi_j=\Phi_{gj}$, and since $H$ commutes with $g$,
\begin{equation}
H_{gi,gj}=H_{ij}.
\label{eq:perm}
\end{equation}

Any valley can be carried to valley 1 by the identity or by reversing two axes. Permutations of the axes then leave valley 1 fixed and permute valleys 2, 3 and 4 in every way. So any ordered pair $(i,j)$ with $i\ne j$ can be carried to $(1,2)$, and \eqref{eq:perm} gives $H_{ij}=H_{12}$. In particular $H_{21}=H_{12}$. Because $H$ is Hermitian, $H_{21}=H_{12}^*$ as well, and the common value is real. The diagonal elements are equal for the same reason. With $H_{jj}=E_0$ and $H_{12}=-\Delta$,
\begin{equation}
H=E_0 I-\Delta(J-I),
\label{eq:H}
\end{equation}
where $I$ is the unit matrix and every element of $J$ is 1. There are two numbers: one intervalley coupling, which sets the splittings, and one diagonal energy, which sets their position.

For an attractive core potential concentrated at the donor, the coupling has the sign of $-\psi_i(0)\psi_j(0)<0$, so $\Delta>0$.

Silicon shows what the step from one pair to all pairs requires. Its six valleys lie on the cube axes, about 0.85 of the way to X. No operation of $T_d$ turns an opposite pair into a perpendicular pair, so the 15 pairs fall into classes of 3 and 12, and two couplings are needed.

\section*{Part (c)}

\textbf{Is the result of part (a) sufficient by itself for a single coupling? Test it on a donor potential stretched along $z$.}

\textbf{Answer.} It is not sufficient. The differences \eqref{eq:pairs} belong to the host and stay at X whatever the donor looks like, whereas the argument of part (b) used the symmetry of the donor.

A potential proportional to $\exp[-(x^2+y^2)/b^2-z^2/(2b)^2]$ keeps the rotations by $180^\circ$ about the three axes and the reflection that exchanges $x$ and $y$. The rotations make the two pairs in each line of \eqref{eq:pairs} equal. The reflection exchanges valleys 2 and 3, and so equates the $X_x$ and $X_y$ couplings. Nothing links these to the $X_z$ coupling.

For numbers, the Bloch functions were computed at the four L points separately from a local pseudopotential with $a=0.566$ nm, 90 plane waves and rough germanium form factors of $-0.23$, $0.01$ and $0.06$ Ry. In this model the conduction state at L is separated from its neighbouring bands by 2.04 and 3.26 eV, and its density at the donor site is 4.10 times the mean. Both assumptions about $\psi_j$ are thus met. Let
\begin{equation}
C_{ij}=\frac{\int\psi_i^*\,U\,\psi_j\,d^3r}{\int U\,d^3r},
\end{equation}
which treats the envelope as constant over the core. With $b=0.10$ nm:
\begin{itemize}
\item A spherical Gaussian $\exp(-r^2/b^2)$ gives $C_{ij}=0.858$ for all six pairs.
\item The stretched Gaussian gives $0.5793$ for the two $X_z$ pairs and $0.3845$ for the other four.
\end{itemize}

These digits belong to the basis of 90 plane waves. With 170 to 600 plane waves the density at the donor site settles near 3.85, the spherical coupling at 0.855 and the stretched ones at 0.5786 and 0.3832, while the two gaps move by less than 0.005 eV. The equalities between couplings follow from symmetry and hold in any of these bases.

Write $C_x,C_y,C_z$ for the couplings of the three lines of \eqref{eq:pairs}. The vectors $(1,1,1,1)$, $(1,1,-1,-1)$, $(1,-1,1,-1)$ and $(1,-1,-1,1)$ are eigenvectors of the matrix $C$. Measured from its diagonal element, the eigenvalues are
\begin{equation}
\begin{aligned}
C_x+C_y+C_z&=1.348, & C_x-C_y-C_z&=-0.579,\\
C_y-C_x-C_z&=-0.579, & C_z-C_x-C_y&=-0.190 .
\end{aligned}
\end{equation}
The last three coincide when the couplings are equal. Here they split into a pair and a single level, although every wavevector difference is still an X point.

\section*{Part (d)}

\textbf{The four neighbours now each carry a fraction $\eta$ of the donor's spherical core potential $u$, so that $U(\mathbf r)=u(\mathbf r)+\eta\sum_n u(\mathbf r-\mathbf t_n)$. Use part (a) to find what they add to the intervalley coupling.}

\textbf{Answer.} By Bloch's theorem, for a lattice vector $\mathbf R$,
\begin{equation}
\psi_i^*\psi_j(\mathbf r+\mathbf R)=e^{i(\mathbf k_j-\mathbf k_i)\cdot\mathbf R}\,\psi_i^*\psi_j(\mathbf r).
\end{equation}
The neighbours are separated from one another by lattice vectors, so their contributions differ by these phases alone. For valleys 1 and 2 the difference is $X_x$, and the phase is $e^{2\pi iR_x/a}$. From $\mathbf t_1$ to $\mathbf t_2$, $R_x=0$ and the phase is $+1$. From $\mathbf t_1$ to $\mathbf t_3$ or $\mathbf t_4$, $R_x=-a/2$ and the phase is $-1$. The sum is
\begin{equation}
1+1-1-1=0 .
\end{equation}
The neighbours add nothing to this coupling, and by symmetry nothing to the other five.

In the diagonal element all phases are $+1$. Inversion about the middle of a bond exchanges the donor site with a neighbour site and carries $\mathbf k_j$ into $-\mathbf k_j\equiv\mathbf k_j$. The density of the nondegenerate state is therefore the same around both, and each neighbour adds $\eta$ times the donor's own term.

For $\eta=0.1$ the integral of $U$ grows by the factor $1+4\eta=1.4$. The ratio $C_{12}$ should fall to $0.8579/1.4=0.6128$, while $C_{11}$ should keep its value of 1.497. The computed values are 0.6128 for all six pairs and 1.497. To first order, and with a constant envelope, identical spherical potentials on the four neighbours thus move $E_0$ and leave $\Delta$ alone.

\section*{Part (e)}

\textbf{Find the levels of \eqref{eq:H}. For phosphorus take rough binding energies of 13 meV for the lowest level and 10 meV for the upper one. A shear strain $\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=\varepsilon=10^{-5}$ is then applied, which shifts each valley by $\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n$, with $\mathbf n$ the unit vector along the valley axis and $\Xi_u=16$ eV (rough). Find the new levels, with $\Delta$ held fixed.}

\textbf{Answer.} Equation \eqref{eq:H} is $H=(E_0+\Delta)I-\Delta J$. The matrix $J$ has eigenvalue 4 for $(1,1,1,1)$ and 0 for the three vectors orthogonal to it. Hence
\begin{equation}
E_{\text{singlet}}=E_0-3\Delta,\qquad E_{\text{triplet}}=E_0+\Delta .
\end{equation}
The splitting is $4\Delta=13-10=3$ meV, so $\Delta=0.75$ meV. The mean of the four levels is $E_0=-(13+3\times10)/4=-10.75$ meV.

For valley 1, $\mathbf n\cdot\varepsilon\cdot\mathbf n=\frac{2\varepsilon}{3}(1+1+1)=2\varepsilon$. For each other valley two of the three products of components are negative, which gives $\frac{2\varepsilon}{3}(1-1-1)=-\frac23\varepsilon$. The shifts are $0.320$ and $-0.107$ meV, and the relative shift is
\begin{equation}
s=\tfrac83\,\Xi_u\varepsilon=0.427\ \text{meV}.
\end{equation}

Measure energies from the common shift of valleys 2, 3 and 4. Two combinations have no amplitude in valley 1 and amplitudes summing to zero in the others. For them $J$ gives zero, and they stay at $E_0+\Delta$. The remaining two states are mixtures of $\Phi_1$ and $(\Phi_2+\Phi_3+\Phi_4)/\sqrt3$, with the matrix
\begin{equation}
\begin{pmatrix}E_0+s&-\sqrt3\,\Delta\\-\sqrt3\,\Delta&E_0-2\Delta\end{pmatrix}.
\end{equation}
Half the trace plus or minus the root of the squared half-difference and the squared coupling gives
\begin{equation}
E_\pm=E_0+\frac{s-2\Delta}{2}\pm\frac12\sqrt{(s+2\Delta)^2+12\Delta^2}.
\label{eq:strain}
\end{equation}
With the numbers, $E_\pm=-11.287\pm1.617$ meV. Adding the common shift of $-0.107$ meV gives $-13.011$ and $-9.776$ meV, and the unmoved pair lies at $-10.107$ meV. Diagonalizing the $4\times4$ matrix gives the same levels.

At $s=0$ the root is $4\Delta$, and the singlet and triplet return. For small $s$, \eqref{eq:strain} gives $E_-\approx E_0-3\Delta+s/4$. The common shift is $-s/4$, so the singlet does not move to first order: it occupies all valleys equally, and this strain leaves their mean energy unchanged. For $s\gg\Delta$ the lower level tends to $E_0-2\Delta$, a state spread over three valleys. For large negative $s$ it tends to $E_0+s$, a state in valley 1 alone.

\section*{Part (f)}

\textbf{Set the model beside real phosphorus-doped germanium. Which neglected effects matter for a splitting of 3 meV?}

\textbf{Answer.} The two binding energies are rough inputs of the size found for phosphorus, so the 3 meV splitting is put in and not predicted. The following sizes refer to the same example.

\begin{itemize}
\item \emph{Strain.} At $\varepsilon=10^{-5}$ the triplet splits by $10.107-9.776=0.33$ meV, about a tenth of $4\Delta$. A shear of $10^{-3}$ would give $s\approx43$ meV. The unstrained pattern is then lost, and the assumption of a fixed $\Delta$ is itself in doubt.
\item \emph{The 2s state.} A hydrogenic 2s state has one eighth of the 1s density at the centre and lies $\frac34\times10=7.5$ meV higher. A contact coupling with a first-order shift of 3 meV then lowers the singlet, through this state alone, by about $3^2/(8\times7.5)=0.15$ meV in second order. This ignores the anisotropy of the mass. It is also only a small part of the change of the envelope. In an isotropic hydrogenic model with 10 meV binding, a Bohr radius of 4.5 nm and a Gaussian core of width 0.10 nm, the higher and continuum states raise the full second-order term to about 10 meV, more than the first-order shift itself. A core that lowers the level by 3 meV in total does so by only about 0.7 meV in first order. Perturbation theory in so short-ranged a core is therefore not a guide to the size of $\Delta$. The symmetry and the level pattern are untouched, but a $\Delta$ fitted to the levels contains the whole change.
\item \emph{Spin-orbit coupling.} It can split the triplet, six states with spin, into four and two. Scaling $\Delta$ by a host spin-orbit energy of 0.3 eV, the zone-centre value, over the 2.04 eV gap at L suggests 0.11 meV. The value at L, about 0.2 eV, gives 0.07 meV. This is an order of magnitude only.
\item \emph{Neighbouring donors.} At $10^{15}$ cm$^{-3}$ the mean distance to the nearest donor is 55 nm, against a decay length of 6.9 nm for the light transverse mass. The large-distance splitting of the hydrogen molecular ion, scaled to these values, is 0.08 meV. This is the value at the mean distance, with the light mass used in every direction and the 10 meV binding of the upper level. For the 13 meV level the decay length is 6.1 nm and the splitting 0.04 meV. It describes one electron shared with an ionized neighbour, as in compensated material. Between two neutral donors the corresponding singlet-triplet splitting of the hydrogen molecule is far smaller, below 0.001 meV at 55 nm. Donors placed at random are often closer: about three in ten have a neighbour within 45 nm, where the same formula gives about 0.3 meV. The splitting grows steeply with doping, and in heavily doped contacts isolated levels are no longer a valid starting point.
\item \emph{Temperature.} At 4.2 K, $k_BT=0.362$ meV, and the triplet holds a share of about $3e^{-3/0.362}\approx7.5\times10^{-4}$ of the electrons bound in 1s levels. At room temperature $k_BT$ is about 26 meV, larger than either binding energy, and at this doping most donors are ionized.
\end{itemize}

The one-parameter description therefore suits well-separated donors in nearly unstrained germanium at a few kelvin. Its $\Delta$ is then best read as a number fitted to the levels, which includes the change of the envelope by the core. The main numerical results are listed in the output below.

\section*{Computed values}
\begin{verbatim}
Valley pair: difference (2pi/a), equivalent X axis
  1-2: [0, 1, 1]  X_x
  1-3: [1, 0, 1]  X_y
  1-4: [1, 1, 0]  X_z
  2-3: [1, -1, 0]  X_z
  2-4: [1, 0, -1]  X_y
  3-4: [0, 1, -1]  X_x
Pair classes under Td, Ge (pairs in each): [6]
Pair classes under Td, Si (pairs in each): [3, 12]
Lattice constant: 0.566 nm
Form factors at |G|^2 = 3, 8, 11 (Ry): [-0.23, 0.01, 0.06]
Plane waves per L point: 90
L conduction state, gap to band below: 2.04 eV
L conduction state, gap to band above: 3.26 eV
Bloch density at donor site / mean: 4.104
Gaussian donor potential width: 0.10 nm
Matrix elements / integral of potential (dimensionless):
  on-site, diagonal: 1.4967
  on-site, six couplings: 0.8579 0.8579 0.8579 0.8579 0.8579 0.8579
  with neighbours, diagonal: 1.4967
  with neighbours, six couplings: 0.6128 0.6128 0.6128 0.6128 0.6128 0.6128
  stretched along z, six couplings: 0.3845 0.3845 0.5793 0.5793 0.3845 0.3845
Input singlet binding (rough): 13.0 meV
Input triplet binding (rough): 10.0 meV
Diagonal energy E0: -10.75 meV
Coupling parameter Delta: 0.75 meV
Levels from 4x4 matrix (meV): -13.00 -10.00 -10.00 -10.00
Splitting 4*Delta: 3.00 meV
Shear strain component: 1.0e-05
Shear deformation potential (rough): 16 eV
Shift of [111] valley: 0.320 meV
Shift of each other valley: -0.107 meV
Relative valley shift s: 0.427 meV
Strained levels (meV): -13.011 -10.107 -10.107 -9.776
Thermal energy at 4.2 K: 0.362 meV
Triplet share of bound electrons: 7.53e-04
Doping: 1e+15 cm^-3; transverse mass (rough): 0.08 m0
Transverse decay length: 6.9 nm
Mean nearest-donor distance: 55.4 nm
Donor overlap splitting, estimate: 0.077 meV
2s admixture shift, estimate: 0.15 meV
Host spin-orbit energy (rough): 0.3 eV
Spin-orbit effect on 1s levels, estimate: 0.11 meV
\end{verbatim}
